# Adiabatic current as Berry curvature and the charge pumped by Rice–Mele, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one dimer to the current of a filled band

Suppose you must compute how much charge a slow periodic drive carries through an insulating chain. The first decision is what to solve. One choice is the time-dependent Schrödinger equation over the whole cycle, with a time step fine enough to follow oscillations at the gap frequency. The other is to freeze the drive at a modest set of parameter values, diagonalize at each, and never propagate anything. The second is far cheaper, and it is right when the band is full, the gap stays open and the drive is slow compared with the gap. These notes derive that statement, find the number for the Rice–Mele chain, and then measure how the number changes when a condition is relaxed.

The particles are independent fermions, and one spin state is treated at a time. Current means particle current, positive towards $+x$. For electrons the charge current is $-e$ times it.

### Entry 1. One particle on two sites

Take site A at $x=-d/4$ with energy $+\Delta$ and site B at $x=+d/4$ with energy $-\Delta$, joined by a hopping amplitude $-J$. With A as the upper component,

$$H=\Delta\sigma_z-J\sigma_x=\mathbf h\cdot\boldsymbol\sigma,\qquad \mathbf h=(-J,0,\Delta),\qquad X=-\frac d4\sigma_z .$$

Since $H^2=|\mathbf h|^2$, the energies are $\pm E$ with $E=\sqrt{\Delta^2+J^2}$. Write $\mathbf n=\mathbf h/E$. The lower state has the projector $P=\tfrac12(1-\mathbf n\cdot\boldsymbol\sigma)$, hence $\langle\boldsymbol\sigma\rangle=-\mathbf n$, and its mean position is

$$\langle X\rangle=\frac d4 n_z=\frac d4\frac{\Delta}{E}. \tag{1}$$

If $\Delta$ is raised slowly from negative to positive, the particle moves from A to B. Its velocity should be the time derivative of (1):

$$\frac{d\langle X\rangle}{dt}=\frac d4\left[\frac{\dot\Delta}{E}-\frac{\Delta(\Delta\dot\Delta+J\dot J)}{E^3}\right]=\frac d4\,\frac{J^2\dot\Delta-J\dot J\Delta}{E^3}, \tag{2}$$

where the last step used $E^2-\Delta^2=J^2$.

Now compute the same thing from the velocity operator. From $[\sigma_x,\sigma_z]=-2i\sigma_y$,

$$V=\frac i\hbar[H,X]=\frac i\hbar\,\frac{dJ}{4}[\sigma_x,\sigma_z]=\frac{dJ}{2\hbar}\sigma_y .$$

In the instantaneous lower state $\langle\sigma_y\rangle=-n_y=0$, so the velocity vanishes. The current therefore lives entirely in the small departure of the true state from the instantaneous eigenstate. To see this, let $\mathbf S=\langle\boldsymbol\sigma\rangle$. The Schrödinger equation gives $\dot{\mathbf S}=(2/\hbar)\,\mathbf h\times\mathbf S$. Put $\mathbf S=-\mathbf n+\mathbf s$, with $\mathbf s$ of first order in the drive rate. The zeroth-order cross product vanishes, and $\dot{\mathbf s}$ is of second order, so

$$-\dot{\mathbf n}=\frac2\hbar\,\mathbf h\times\mathbf s .$$

The $z$ component is $-\dot n_z=(2/\hbar)(h_xs_y-h_ys_x)=-(2J/\hbar)s_y$. Hence $s_y=\hbar\dot n_z/(2J)$ and

$$\langle V\rangle=\frac{dJ}{2\hbar}s_y=\frac d4\dot n_z ,$$

which is (2). The admixture is proportional to the rate, but the duration is inversely proportional to it. The displacement is finite however slow the drive.

A chain of such dimers already makes a pump. Start with the particle on A and all hoppings off. Switch the hopping inside the cell on and off again while $\Delta$ goes from negative to positive, and the particle moves by $d/2$ to B. Then use the hopping from B to A of the next cell while $\Delta$ returns to its negative value. The particle moves by another $d/2$. The total is $d$, so with one particle per cell one particle crosses every cell boundary.

This argument needs the two hoppings never to act together. When they do, particles spread over many cells and there is no separate dimer to follow. The next entry replaces the dimer state by Bloch states.

### Entry 2. Bloch states and the velocity operator

Let the drive keep the lattice period $d$ at all times. Then the wave number $k$ of each particle is conserved. Define

$$H(k,t)=e^{-ikx}H(t)e^{ikx},\qquad H(k,t)|u_n\rangle=E_n|u_n\rangle .$$

Differentiation with respect to $k$ gives

$$\partial_kH(k,t)=e^{-ikx}\,i[H,x]\,e^{ikx},$$

so $\partial_kH/\hbar$ is the velocity operator $(i/\hbar)[H,x]$ in this representation. In a tight-binding chain the statement holds if the Bloch basis carries the phase $e^{ikx}$ of each site's own position. That is the convention here, and the site positions are fixed in time.

### Entry 3. First-order state and velocity

Let band 0 be the occupied one and let it be separated from all others. Write the state as

$$|\psi\rangle=e^{-i\theta(t)}\Big[|u_0\rangle+\sum_{n\neq0}a_n|u_n\rangle\Big],$$

with $a_n$ of first order in the rate. Insert this into $i\hbar\partial_t|\psi\rangle=H|\psi\rangle$. The projection on $u_0$ fixes the phase at lowest orders,

$$\hbar\dot\theta=E_0-i\hbar\langle u_0|\partial_tu_0\rangle .$$

The right side is real because normalization makes $\langle u_0|\partial_tu_0\rangle$ imaginary. The projection on $u_n$, with second-order terms dropped, is

$$E_0a_n+i\hbar\langle u_n|\partial_tu_0\rangle=E_na_n .$$

The dropped terms are $\dot a_n$, products of $a$ with a time derivative of a basis state, and the small part of $\dot\theta$ times $a_n$. Therefore

$$a_n=\frac{i\hbar\langle u_n|\partial_tu_0\rangle}{E_n-E_0}. \tag{3}$$

Dropping $\dot a_n$ also discards free oscillations at the gap frequency. They are absent at this order if the drive starts smoothly from rest. The expansion needs $|a_n|\ll1$ at every $k$ and every moment. Because $\dot a_n$ was dropped, it also needs $a_n$ to change little over a time $\hbar/(E_n-E_0)$. Together these are the quantitative meaning of slow.

The velocity to first order is

$$v=\frac1\hbar\langle u_0|\partial_kH|u_0\rangle+\frac1\hbar\sum_{n\ne0}\big[\langle u_0|\partial_kH|u_n\rangle a_n+\text{c.c.}\big].$$

To evaluate the matrix elements, differentiate $H|u_0\rangle=E_0|u_0\rangle$:

$$\partial_kH|u_0\rangle+H|\partial_ku_0\rangle=\partial_kE_0|u_0\rangle+E_0|\partial_ku_0\rangle .$$

Projection on $u_0$ gives $\langle u_0|\partial_kH|u_0\rangle=\partial_kE_0$. Projection on $u_n$, followed by complex conjugation, gives

$$\langle u_0|\partial_kH|u_n\rangle=(E_0-E_n)\langle\partial_ku_0|u_n\rangle .$$

The energy difference cancels the denominator of (3) and leaves a minus sign:

$$\frac1\hbar\langle u_0|\partial_kH|u_n\rangle a_n=-i\langle\partial_ku_0|u_n\rangle\langle u_n|\partial_tu_0\rangle .$$

Sum over $n\neq0$ with $\sum_{n\ne0}|u_n\rangle\langle u_n|=1-|u_0\rangle\langle u_0|$. The subtracted term contains the product of two imaginary numbers, which is real. Multiplied by $i$ it becomes imaginary, and the complex conjugate removes it. What remains is

$$v=\frac1\hbar\frac{\partial E_0}{\partial k}-\Omega_{kt},\qquad \Omega_{kt}=i\big(\langle\partial_ku_0|\partial_tu_0\rangle-\langle\partial_tu_0|\partial_ku_0\rangle\big). \tag{4}$$

With $A_\mu=i\langle u_0|\partial_\mu u_0\rangle$ this is $\Omega_{kt}=\partial_kA_t-\partial_tA_k$, the Berry curvature in the plane of $k$ and $t$. A change of phase $|u_0\rangle\to e^{i\chi}|u_0\rangle$ changes $A_\mu$ by $-\partial_\mu\chi$, and the mixed derivatives of $\chi$ cancel in $\Omega_{kt}$. The curvature has the dimension of a velocity.

### Entry 4. Fill the band

In a long chain there are $dk/2\pi$ states per unit length in the interval $dk$. If all are occupied, the particle current is

$$j(t)=\int_0^{2\pi/d}\frac{dk}{2\pi}\,v=-\int_0^{2\pi/d}\frac{dk}{2\pi}\,\Omega_{kt}. \tag{5}$$

The group velocity drops out because $E_0$ has the same value at both ends of the Brillouin zone. That cancellation uses the full band. In a partly filled one an uneven occupation of $k$ and $-k$ would leave an ordinary current.

Describe the cycle by a parameter $\phi$ running from 0 to $2\pi$. Then $\Omega_{kt}=\Omega_{k\phi}\dot\phi$, and the number transported in a cycle is

$$N=-\frac1{2\pi}\int_0^{2\pi}d\phi\int_0^{2\pi/d}dk\,\Omega_{k\phi}. \tag{6}$$

The timetable has disappeared. At leading order the current depends on how fast each part of the loop is traversed, while $N$ depends on the loop alone. This is what permits frozen diagonalizations in place of propagation.

What if a code uses Bloch phases that ignore the position $r_s$ of site $s$ within the cell? Its states are $|u'\rangle=D|u_0\rangle$ with $D=\mathrm{diag}(e^{ikr_s})$. Let $r$ be the diagonal matrix of the $r_s$. Then $|\partial_ku'\rangle=D(|\partial_ku_0\rangle+ir|u_0\rangle)$ and

$$\Omega'_{kt}=\Omega_{kt}+\langle u_0|r|\partial_tu_0\rangle+\langle\partial_tu_0|r|u_0\rangle=\Omega_{kt}+\partial_t\langle u_0|r|u_0\rangle .$$

The extra term is a total time derivative. It alters the current within the cycle but integrates to zero over it. For $N$ either convention serves; for the mean velocity at a given moment the site positions are needed.

### Entry 5. Two bands, and back to the dimer

For $H=\mathbf h\cdot\boldsymbol\sigma$ the curvature can be written without eigenvectors. With $P=|u_0\rangle\langle u_0|$ one finds $\partial_tP|u_0\rangle=(1-P)|\partial_tu_0\rangle$, and similarly for $k$. Hence

$$\mathrm{Tr}\,P[\partial_kP,\partial_tP]=\langle\partial_ku_0|\partial_tu_0\rangle-\langle\partial_tu_0|\partial_ku_0\rangle,$$

because the terms containing $P$ are equal in the two orderings. So $\Omega_{kt}=i\,\mathrm{Tr}\,P[\partial_kP,\partial_tP]$. For the lower band $P=\frac12(1-\mathbf n\cdot\boldsymbol\sigma)$, and

$$[\partial_kP,\partial_tP]=\tfrac14\,2i\,(\partial_k\mathbf n\times\partial_t\mathbf n)\cdot\boldsymbol\sigma .$$

The trace with $P$ gives $-\frac i2\mathbf n\cdot(\partial_k\mathbf n\times\partial_t\mathbf n)$, so

$$\Omega_{kt}=\frac12\mathbf n\cdot(\partial_k\mathbf n\times\partial_t\mathbf n)=\frac{\mathbf h\cdot(\partial_k\mathbf h\times\partial_t\mathbf h)}{2E^3}. \tag{7}$$

In the second form, derivatives of $1/E$ produce vectors parallel to $\mathbf h$, which drop out of the triple product. The upper band has $-\mathbf n$ in place of $\mathbf n$ and hence the opposite curvature.

Now build the chain. The hopping is $-(J_0+\delta)$ from A to B in the same cell and $-(J_0-\delta)$ from B to A of the next cell. Site A sees its own B at distance $+d/2$ and the B of the previous cell at $-d/2$. With $\theta=kd/2$,

$$H_{AB}=-(J_0+\delta)e^{i\theta}-(J_0-\delta)e^{-i\theta}=-2J_0\cos\theta-2i\delta\sin\theta .$$

Since $H_{AB}=h_x-ih_y$,

$$\mathbf h=(-2J_0\cos\theta,\;2\delta\sin\theta,\;\Delta). \tag{8}$$

Let all three parameters vary in time. The derivatives are

$$\partial_k\mathbf h=\frac d2(2J_0\sin\theta,\,2\delta\cos\theta,\,0),\qquad \partial_t\mathbf h=(-2\dot J_0\cos\theta,\,2\dot\delta\sin\theta,\,\dot\Delta).$$

Their cross product is

$$\frac d2\big(2\delta\dot\Delta\cos\theta,\;-2J_0\dot\Delta\sin\theta,\;4J_0\dot\delta\sin^2\theta+4\delta\dot J_0\cos^2\theta\big).$$

In the scalar product with $\mathbf h$ the first two components add to $-4J_0\delta\dot\Delta(\cos^2\theta+\sin^2\theta)$. Inserted in (7), with the factor $\frac12\cdot\frac d2\cdot4=d$, this gives

$$-\Omega_{kt}=\frac d{E^3}\Big[J_0\delta\dot\Delta-\Delta\big(J_0\dot\delta\sin^2\theta+\delta\dot J_0\cos^2\theta\big)\Big]. \tag{9}$$

The limit of separate dimers is $J_0=\delta=J/2$, where the hopping between cells vanishes. The bracket becomes $\frac14(J^2\dot\Delta-J\dot J\Delta)$ for every $k$, and $E^2=J^2+\Delta^2$. Equation (9) then returns the dimer velocity (2), sign and factor included.

## Second half: the Rice–Mele cycle and its limits

The symbols and results carried over are these. A cell of length $d$ holds site A (energy $+\Delta$, position $-d/4$) and site B (energy $-\Delta$, position $+d/4$). The hoppings are $-(J_0+\delta)$ inside the cell and $-(J_0-\delta)$ between cells. The lower band has energy $-E$, with $E=|\mathbf h|$, $\mathbf n=\mathbf h/E$, $\mathbf h=(-2J_0\cos\theta,2\delta\sin\theta,\Delta)$ and $\theta=kd/2$. For a slow drive the full lower band transports

$$N=-\frac1{2\pi}\iint\Omega_{k\phi}\,dk\,d\phi,\qquad \Omega_{k\phi}=\tfrac12\,\mathbf n\cdot(\partial_k\mathbf n\times\partial_\phi\mathbf n),$$

and $-\Omega_{k\phi}\dot\phi$ is the part of a particle's velocity due to the drive.

### Entry 6. The cycle and where the motion happens

From here on $J_0>0$ is constant and

$$\delta=\delta_0\cos\phi,\qquad \Delta=\Delta_0\sin\phi,$$

with $\delta_0,\Delta_0>0$. The gap is $2E$, where

$$E^2=4J_0^2\cos^2\theta+4\delta^2\sin^2\theta+\Delta^2 .$$

It closes if all three terms vanish. The first requires $\cos\theta=0$, so $\sin^2\theta=1$, and the others then require $\delta=\Delta=0$. The origin of the $(\delta,\Delta)$ plane is the one gapless point, and the cycle goes round it.

For constant $J_0$, formula (9) needs $\delta\,\partial_\phi\Delta=\delta_0\Delta_0\cos^2\phi$ and $\Delta\,\partial_\phi\delta=-\delta_0\Delta_0\sin^2\phi$. Thus

$$-\Omega_{k\phi}=\frac{d\,J_0\delta_0\Delta_0}{E^3}\left[\cos^2\phi+\sin^2\theta\,\sin^2\phi\right]\ge0. \tag{10}$$

The drive never pushes a particle backwards in this cycle. If the direction of the loop is reversed, the sign changes.

The motion is uneven. At the zone boundary $\theta=\pi/2$ and $\phi=0$, $E=2\delta_0$ and (10) equals $dJ_0\Delta_0/(8\delta_0^2)$. At the same $k$ and $\phi=\pi/2$, $E=\Delta_0$ and it equals $dJ_0\delta_0/\Delta_0^2$. At this $k$ the bracket in (10) is 1 for every $\phi$, so the displacement per unit $\phi$ varies as $1/E^3$ and is greatest where the gap is smallest.

For a slow drive, the number of particles a full band transports per cycle is an integral of the Berry curvature, and in the Rice–Mele cycle the drive never pushes a particle backwards. It remains to find the value of that integral, to evaluate it numerically, and to see how the transported number changes when the conditions are relaxed.
